# Subthreshold swing of a MOSFET with interface traps

**Question**

I am asked to derive the subthreshold swing of an n-channel MOSFET,

$$S=\frac{kT}{q}\ln 10\left(1+\frac{C_d+C_{it}}{C_{ox}}\right),$$

and to evaluate it for a body doping of $10^{18}\ \text{cm}^{-3}$, a 1.5 nm oxide and an interface-trap density $D_{it}=10^{12}\ \text{eV}^{-1}\text{cm}^{-2}$. The other data are $T=300$ K, intrinsic density $n_i=10^{10}\ \text{cm}^{-3}$, a band gap of 1.1 eV, and relative permittivities of 12 for the semiconductor and 4 for the oxide.

I can see that the current should go roughly as $\exp(q\psi_s/kT)$, where $\psi_s$ is the surface potential, and that the oxide and the depletion layer divide the gate voltage. Then I get stuck on three points:

1. Why does the trap capacitance add to $C_d$, and is it $qD_{it}$ or $q^2D_{it}$?
2. $C_d$ depends on $\psi_s$, so at which $\psi_s$ do I evaluate it?
3. My expression for the inversion charge has an extra factor $1/\sqrt{\psi_s}$. Am I allowed to ignore it?

**Answer**

Your third point is justified: the formula is a leading-order result, and that square root is part of what it drops. I will keep the factor until its size is clear.

**Setting up the derivative**

Take a long channel on a uniformly doped p-type body, with source and body grounded and a small, fixed drain voltage $V_D$. Let $\psi(x)$ be the potential at depth $x$ relative to the deep body, so that $\psi_s=\psi(0)$ is positive when the bands bend downward. Write $\phi_t=kT/q$.

The electron current, drift and diffusion together, is the mobility $\mu$ times the electron charge times the gradient of the electron quasi-Fermi potential. That potential changes by $V_D$ along the channel. The electron density changes by a factor $e$ for each $\phi_t$ of change in that potential, so "small" means $V_D\ll\phi_t$. Then the inversion charge per area, $Q_i$, is nearly uniform, so for width $W$ and length $L$

$$I_D=\mu\frac{W}{L}|Q_i|V_D .$$

With constant mobility, $I_D$ is proportional to $|Q_i|$. The swing is the gate voltage needed per decade of current. Since $\log_{10}I_D=\ln I_D/\ln 10$,

$$S=\frac{dV_G}{d\log_{10}I_D}=\ln 10\,\frac{dV_G/d\psi_s}{d\ln|Q_i|/d\psi_s}. \tag{1}$$

The numerator is the voltage division. The denominator says how strongly the current responds to the surface potential.

**The numerator: voltage division**

The gate voltage is shared between the semiconductor and the oxide. By Gauss's law, the oxide field times $\varepsilon_{ox}$ equals the magnitude of the negative charge per area on the far side of the oxide. This charge consists of the depletion charge $|Q_d|$, the inversion charge $|Q_i|$ and the net negative trap charge $Q_t$. With $C_{ox}=\varepsilon_{ox}/t_{ox}$,

$$V_G=\text{const}+\psi_s+\frac{|Q_d|+|Q_i|+Q_t}{C_{ox}} .$$

The constant contains the work-function difference and any fixed oxide charge. These shift the curve but leave its slope alone. Differentiation gives

$$\frac{dV_G}{d\psi_s}=1+\frac{1}{C_{ox}}\left(\frac{d|Q_d|}{d\psi_s}+\frac{d|Q_i|}{d\psi_s}+\frac{dQ_t}{d\psi_s}\right). \tag{2}$$

The capacitances add because all three charges respond to the same $\psi_s$ and all end field lines from the gate. This answers the first half of point 1.

*Depletion charge.* Assume that holes are absent down to a depth $W_d$ and that the body is neutral beyond it. Poisson's equation is then $d^2\psi/dx^2=qN_A/\varepsilon_s$, with $\psi=d\psi/dx=0$ at $x=W_d$. Integrating twice,

$$\psi(x)=\frac{qN_A}{2\varepsilon_s}(W_d-x)^2,\qquad \psi_s=\frac{qN_AW_d^2}{2\varepsilon_s},\qquad W_d=\sqrt{\frac{2\varepsilon_s\psi_s}{qN_A}} .$$

The charge is $|Q_d|=qN_AW_d$, and $d\psi_s/dW_d=qN_AW_d/\varepsilon_s$. Therefore

$$C_d=\frac{d|Q_d|}{d\psi_s}=\frac{qN_A}{qN_AW_d/\varepsilon_s}=\frac{\varepsilon_s}{W_d}=\sqrt{\frac{q\varepsilon_sN_A}{2\psi_s}} .$$

*Trap charge.* Measure the trap energy $E$ in eV from midgap at the surface. Take the intrinsic level to lie at midgap. In the bulk the Fermi level then lies below midgap by $\psi_B$ (in eV), where, with the acceptors taken as fully ionised, $N_A=n_ie^{\psi_B/\phi_t}$, so

$$\psi_B=\phi_t\ln\frac{N_A}{n_i}.$$

Band bending lowers midgap at the surface by $\psi_s$, which puts the Fermi level there at $E_F=\psi_s-\psi_B$. An electron entering a trap adds charge $-q$, whether the trap is donor-like or acceptor-like. For a uniform $D_{it}$ between the band edges $E_v$ and $E_c$,

$$Q_t=\text{const}+qD_{it}\int_{E_v}^{E_c}f(E-E_F)\,dE ,$$

where $f$ is the Fermi function. Since $f$ depends on $E-E_F$, we have $\partial f/\partial\psi_s=-\partial f/\partial E$, and the integral of this derivative is elementary:

$$C_{it}=\frac{dQ_t}{d\psi_s}=qD_{it}\,[f(E_v-E_F)-f(E_c-E_F)]\approx qD_{it}.$$

The last step requires the surface Fermi level to lie several $kT$ from both band edges. Physically, raising $\psi_s$ by 1 mV fills the traps in a strip 1 meV wide. One factor $q$ converts the number of electrons into charge. If $D_{it}$ is given per joule, a second factor $q$ converts the strip width from volts to joules, and the result is $q^2D_{it}$. Your value is per eV, so use $qD_{it}$.

This assumes a sweep slow enough for the traps to stay in equilibrium. If they could not follow, $Q_t$ would stay fixed and $C_{it}$ would drop out.

*Inversion charge.* In weak inversion, $\psi_B<\psi_s<2\psi_B$, the electron density at the surface is below $N_A$. Over most of this range $d|Q_i|/d\psi_s$ is negligible beside $C_{ox}$; a number follows below. Equation (2) becomes

$$\frac{dV_G}{d\psi_s}\approx1+\frac{C_d+C_{it}}{C_{ox}} .\tag{3}$$

In strong inversion the neglected term becomes large, and the formula fails.

**The denominator: the square root**

With Boltzmann statistics the electron density is $n=(n_i^2/N_A)e^{\psi/\phi_t}$. The electrons sit close to the surface, where $\psi\approx\psi_s-E_sx$, with surface field

$$E_s=\frac{qN_AW_d}{\varepsilon_s}=\sqrt{\frac{2qN_A\psi_s}{\varepsilon_s}} .$$

Integrating over depth,

$$|Q_i|\approx q\frac{n_i^2}{N_A}e^{\psi_s/\phi_t}\int_0^\infty e^{-E_sx/\phi_t}dx
=q\frac{n_i^2}{N_A}\,\frac{\phi_t}{E_s}\,e^{\psi_s/\phi_t}\ \propto\ \frac{e^{\psi_s/\phi_t}}{\sqrt{\psi_s}} .$$

This is your extra factor: a larger field squeezes the electrons into a thinner layer. Taking the logarithm and differentiating,

$$\frac{d\ln|Q_i|}{d\psi_s}=\frac{1}{\phi_t}-\frac{1}{2\psi_s}=\frac{1}{\phi_t}\left(1-\frac{\phi_t}{2\psi_s}\right). \tag{4}$$

Inserting (3) and (4) in (1),

$$S\approx\frac{\phi_t\ln10}{1-\phi_t/(2\psi_s)}\left(1+\frac{C_d+C_{it}}{C_{ox}}\right). \tag{5}$$

Because $\psi_s$ is many times $\phi_t$, the denominator is close to 1. Replacing it by 1 gives the formula you were asked to derive.

Within that formula, $S$ tends to $\phi_t\ln10$ when $C_{ox}\gg C_d+C_{it}$: the surface potential then follows the gate one to one, and the thermal spread of the electrons sets the swing. In the same formula a thicker oxide, heavier doping or more traps all raise $S$. At light doping with a thin oxide, where $C_d\ll C_{ox}$, the factor in the denominator of (5) can outweigh the doping trend.

**Numbers**

For point 2, choose the middle of weak inversion, $\psi_s=1.5\psi_B$. The potentials are

$$\phi_t=25.85\ \text{mV},\qquad \phi_t\ln10=59.53\ \text{mV/decade},$$

$$\psi_B=0.02585\ \text{V}\times\ln10^8=0.476\ \text{V},\qquad \psi_s=0.714\ \text{V}.$$

The depletion width is then $W_d=30.8$ nm. With $\varepsilon_0=8.854\times10^{-14}$ F/cm, the capacitances are

$$C_{ox}=\frac{4\varepsilon_0}{1.5\times10^{-7}\ \text{cm}}=2.361\ \mu\text{F/cm}^2,$$

$$C_d=\frac{12\varepsilon_0}{30.78\times10^{-7}\ \text{cm}}=0.345\ \mu\text{F/cm}^2,$$

$$C_{it}=(1.602\times10^{-19}\ \text{C})(10^{12}\ \text{V}^{-1}\text{cm}^{-2})=0.160\ \mu\text{F/cm}^2 .$$

The surface Fermi level lies $0.714-0.476=0.238$ eV above midgap, which is 0.31 eV, or about $12kT$, below the conduction band. The approximation for $C_{it}$ is therefore safe. The swing is

$$S=59.53\left(1+\frac{0.345+0.160}{2.361}\right)=59.53\times1.214=72.3\ \text{mV/decade},$$

or 0.0723 V/decade. Of this, 59.5 mV/decade is thermal, 8.7 comes from the depletion layer and 4.0 from the traps.

If you evaluate $C_d$ at $2\psi_B=0.952$ V instead, it falls to 0.299 µF/cm² and the formula gives 71.1 mV/decade. That is about 1 mV/decade less than at $1.5\psi_B$; at $1.2\psi_B$ the formula gives 73.3, about 1 mV/decade more. The bias chosen for $C_d$ thus matters at the level of a few mV/decade across weak inversion, so state it with your answer. The value 71.1 is not the swing at $\psi_s=2\psi_B$ itself. The inversion term is $d|Q_i|/d\psi_s\approx|Q_i|/\phi_t=qn_s/E_s$, with $n_s$ the surface electron density. At $2\psi_B$, where $n_s=N_A$, this is $qN_A/E_s=\varepsilon_s/W_d=C_d$, so the term dropped in (3) is about as large as $C_d$ and the formula no longer holds.

**How much did the approximations cost?**

At $1.5\psi_B$ the square-root correction is $\phi_t/(2\psi_s)=0.018$, and equation (5) gives 73.6 mV/decade.

To go beyond the depletion approximation, one can solve Poisson's equation on a grid with acceptors, holes and electrons all included, integrate the Fermi function over the traps, and take $S$ from the changes in $V_G$ and $\log_{10}|Q_i|$ for a small change in $\psi_s$. The results, in mV/decade, are:

| $\psi_s/\psi_B$ | Simple formula | Equation (5) | Poisson |
|---|---|---|---|
| 1.2 | 73.3 | 75.0 | 75.4 |
| 1.5 | 72.3 | 73.6 | 73.9 |
| 1.8 | 71.5 | 72.6 | 73.0 |

At these biases the simple formula is 2 to 3% below the Poisson result. At $1.5\psi_B$ the same solution gives $d|Q_i|/d\psi_s=3.5\times10^{-5}$ µF/cm², which confirms that this term is negligible there.

Part of the small remaining difference comes from holes at the depletion edge. Include them in Poisson's equation, still leaving out the electrons:

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-\psi/\phi_t}\right).$$

Multiply by $d\psi/dx$ and integrate from the deep body, where both $\psi$ and its slope vanish, to the surface:

$$\frac{E_s^2}{2}=\frac{qN_A}{\varepsilon_s}\left[\psi_s-\phi_t\left(1-e^{-\psi_s/\phi_t}\right)\right]\approx\frac{qN_A}{\varepsilon_s}(\psi_s-\phi_t).$$

Since $|Q_d|=\varepsilon_sE_s$, the hole tail replaces $\psi_s$ by $\psi_s-\phi_t$ in $C_d$. This raises $C_d$ by a fraction of about $\phi_t/(2\psi_s)$, from 0.345 to 0.352 µF/cm², and adds roughly 0.2 mV/decade to $S$.

So for these data, at the biases of the table, you may ignore the square root if an error of 2 to 3% is acceptable. The dropped term $\phi_t/(2\psi_s)$ grows as $\psi_s$ falls: at $\psi_s=\psi_B$ it is 2.7% here and 4.3% for a doping of $10^{15}\ \text{cm}^{-3}$. All these figures belong to the long-channel classical model. They leave out quantum confinement of the electrons, depletion of the gate electrode, leakage through the thin oxide, and control of the surface potential by the drain in a short channel. Confinement is not a small omission at this doping. The classical layer thickness $\phi_t/E_s$ is only about 0.6 nm, and with the heavy electron mass of silicon, $0.92\,m_0$, the lowest subband lies an energy $E_0\approx0.1$ eV above the band edge at the surface. The charge in that subband goes as $e^{(\psi_s-E_0)/\phi_t}$ with $E_0\propto E_s^{2/3}\propto\psi_s^{1/3}$, so the term $\phi_t/(2\psi_s)=0.018$ in (4) is replaced by $E_0/(3\psi_s)\approx0.05$. With the higher subbands included it is about 0.06, and the swing at $1.5\psi_B$ is near 77 mV/decade, about 6% above the simple formula.

All numerical values are calculated from the stated model.
